# Trap-filled-limit voltage of a one-micrometre film

## Problem

An insulating film is 1.0 µm thick and has dielectric constant 10. It contains $1.0\times10^{16}$ deep electron traps per cubic centimetre, spread uniformly. Take the film as neutral and its traps as empty before a voltage is applied; part (b) will show the limit of this assumption. One electrode, the cathode, supplies electrons freely; no holes enter.

(a) At what voltage has the injected charge just filled all the traps, if the free electrons still contribute negligible charge and diffusion is neglected?

(b) Why does drift theory predict a steep rise of the current near this voltage, and how does diffusion change the rise?

## Hints

1. Each filled trap adds one electron charge to a film that was neutral. What is the charge density when all traps are full?
2. An electrode that supplies electrons freely does not need a field to pull them in. What does this say about the field at the cathode?
3. The voltage is the area under the curve of field against position. Sketch the curve before integrating.
4. For part (b), compare how much the free-electron density can change with how little the total charge changes while the traps are nearly full.
5. Diffusion lets electrons climb a potential barrier. Find the potential in a film whose traps are full at a voltage below the answer to (a).

## Solution to (a)

**Field.** Put the cathode at $x=0$ and the anode at $x=L$. The electric field points from anode to cathode, along $-x$. Let $F$ be its magnitude, so that $E_x=-F$. With trap density $N_t$ and all traps full, the charge density is $-eN_t$, where $e$ is the positive elementary charge. Gauss's law reads

$$\frac{dE_x}{dx}=-\frac{eN_t}{\varepsilon}\quad\Rightarrow\quad \frac{dF}{dx}=\frac{eN_t}{\varepsilon},\qquad \varepsilon=\varepsilon_r\varepsilon_0 .$$

The two minus signs cancel, and the field grows towards the anode.

The boundary condition comes from the contact. In the drift picture the current density is $J=e\mu nF$, with mobility $\mu$ and free-electron density $n$. This product is the same at every $x$ in the steady state. At an ideal injecting contact $n$ is very large, so a finite current requires $F(0)=0$. Integration gives

$$F(x)=\frac{eN_t}{\varepsilon}x .$$

**Voltage.** The anode potential minus the cathode potential is $-\int_0^L E_x\,dx=\int_0^L F\,dx$. Hence

$$V_{\rm TFL}=\frac{eN_t}{\varepsilon}\int_0^L x\,dx=\frac{eN_tL^2}{2\varepsilon}.$$

This is the trap-filled-limit voltage.

**Numbers.** The trap density is $10^{16}\ \mathrm{cm^{-3}}=10^{22}\ \mathrm{m^{-3}}$, and the permittivity is $10\times8.8542\times10^{-12}=8.8542\times10^{-11}$ F/m. Therefore

$$V_{\rm TFL}=\frac{(1.6022\times10^{-19})(10^{22})(10^{-6})^2}{2(8.8542\times10^{-11})}\ \mathrm{V}=9.05\ \mathrm{V}.$$

The answer to (a) is about 9 V. A finite-difference solution of Poisson's equation, in which the voltage is adjusted until the cathode field vanishes, gives the same 9.048 V as the formula.

**The factor of two.** The charge per area is $Q=eN_tL$ and the capacitance per area is $C=\varepsilon/L$. Their ratio is $eN_tL^2/\varepsilon=18.10$ V, twice the answer. The ratio $Q/C$ would be the voltage if all the charge sat at the cathode side and its field crossed the whole film. Here the charge is spread out. The field rises linearly from zero to 0.181 MV/cm at the anode, so its mean is half its peak, and $V_{\rm TFL}=Q/(2C)$.

## Solution to (b): drift alone

**Trap occupation.** Let the traps lie an energy $E_t$ below the conduction band, whose effective density of states is $N_c$. For a non-degenerate band with local Fermi level $E_F$, $n=N_c e^{-(E_c-E_F)/kT}$. The occupied fraction, without a spin-degeneracy factor, is

$$f=\frac{1}{1+e^{(E_c-E_t-E_F)/kT}}=\frac{n}{n+N_1},\qquad N_1=N_ce^{-E_t/kT}.$$

The second form follows because the exponential equals $(N_c/n)e^{-E_t/kT}$. The traps are half full at $n=N_1$. They are deep, in the sense needed here, if $N_1\ll N_t$.

For an example take $E_t=0.60$ eV, $N_c=5\times10^{18}\ \mathrm{cm^{-3}}$, $\mu=10$ cm²/Vs and $T=300$ K, where $kT/e=0.02585$ V. Then $N_1=4.16\times10^{8}\ \mathrm{cm^{-3}}$, far below $N_t$.

**Current and voltage as integrals.** Ignore the small initial electron density for the moment. The electron density that enters Gauss's law is

$$\rho(n)=n+\frac{N_tn}{n+N_1},\qquad \frac{dF}{dx}=\frac{e\rho}{\varepsilon}.$$

Use $n$ as the variable in place of $x$. From $F=J/(e\mu n)$ we have $dF=-J\,dn/(e\mu n^2)$, so

$$dx=\frac{\varepsilon}{e\rho}\,dF=-\frac{\varepsilon J}{e^2\mu}\frac{dn}{n^2\rho}.$$

Going from cathode to anode, $n$ falls from infinity to a value $n_L$. Reversing the limits removes the minus sign. With

$$I_1=\int_{n_L}^{\infty}\frac{dn}{n^2\rho},\qquad I_2=\int_{n_L}^{\infty}\frac{dn}{n^3\rho},$$

the thickness and the voltage are

$$L=\frac{\varepsilon J}{e^2\mu}I_1,\qquad V=\int_0^LF\,dx=\frac{\varepsilon J^2}{e^3\mu^2}I_2 .$$

The first relation gives $J=e^2\mu L/(\varepsilon I_1)$. Putting this into the second gives

$$V=\frac{eL^2}{\varepsilon}\frac{I_2}{I_1^2}.$$

The mobility has dropped out of the relation between voltage and $n_L$.

**Three regimes.** The integrals are elementary in three limits.

- *Traps mostly empty*, $n_L\ll N_1$. The part of the film that matters has $\rho\simeq N_tn/N_1$. Then $I_1=N_1/(2N_tn_L^2)$ and $I_2=N_1/(3N_tn_L^3)$. Hence $V=4eL^2N_tn_L/(3\varepsilon N_1)$ and $J=2e^2\mu LN_tn_L^2/(\varepsilon N_1)$. Eliminating $n_L$ gives
$$J=\frac98\,\varepsilon\mu\,\frac{N_1}{N_t}\frac{V^2}{L^3}.$$
- *Traps full, free charge small*, $N_1\ll n_L\ll N_t$. Here $\rho\simeq N_t$, $I_1=1/(N_tn_L)$ and $I_2=1/(2N_tn_L^2)$. Therefore
$$V=\frac{eN_tL^2}{2\varepsilon}=V_{\rm TFL},\qquad J=\frac{e^2\mu N_tL}{\varepsilon}\,n_L .$$
- *Free charge dominant*, $n_L\gg N_t$. Now $\rho\simeq n$. The steps of the first case, with $N_1/N_t$ replaced by 1, give the trap-free square law $J=\tfrac98\varepsilon\mu V^2/L^3$.

The middle regime answers the first half of (b). The current is proportional to $n_L$, while the voltage does not depend on it at leading order. Before the traps fill, nearly all added electrons are caught. Afterwards added electrons stay free, and a very small addition to the total charge multiplies the current.

**Width of the rise.** Corrections come from traps still empty and from free charge. Write $s=n/n_L$, $r=N_1/n_L$ and $\nu=n_L/N_t$, with $r$ and $\nu$ small. Then $\rho/N_t\simeq1-r/s+\nu s$, and to leading order

$$N_tn_LI_1\simeq1+\frac r2-\nu\ln\frac1\nu,\qquad N_tn_L^2I_2\simeq\frac12+\frac r3-\nu .$$

The terms in $r$ are $r\int_1^\infty s^{-3}ds$ and $r\int_1^\infty s^{-4}ds$. The logarithm comes from

$$\int_1^\infty\frac{ds}{s^2(1+\nu s)}=1-\nu\ln\frac{1+\nu}{\nu},$$

which describes free electrons crowded near the cathode. Forming $2I_2/I_1^2$ in these units gives

$$\frac{V}{V_{\rm TFL}}\simeq1-\frac r3+2\nu\left(\ln\frac1\nu-1\right).$$

Direct evaluation of the integrals, including a background of $10^6$ free electrons per cm³ and the few traps it fills, gives the following.

| $n_L$ (cm⁻³) | $V$ (V) | $J$ (A/cm²) |
|---|---|---|
| $4.16\times10^{9}$ | 8.73 | $1.15\times10^{-3}$ |
| $2.04\times10^{12}$ | 9.05 | 0.591 |
| $1.00\times10^{14}$ | 9.73 | 30.3 |

The current grows by a factor of $2.6\times10^4$ while the voltage grows by 1.0 V. In the first row $r=0.1$, so unfilled traps lower the voltage by about 3%. In the last row $\nu=0.01$, and free charge raises it by about 8%. In drift theory, then, 9 V marks the rise well.

## Solution to (b): what diffusion changes

Electrons also diffuse out of an electron-rich contact. They can enter the film against the field if the barrier they must climb is not too high compared with $kT$.

Suppose the traps are full but $V$ is below $V_{\rm TFL}$. Let $\psi$ be the potential, with $\psi(0)=0$ and $\psi(L)=V$. Poisson's equation is $\psi''=eN_t/\varepsilon=2V_{\rm TFL}/L^2$. With $\xi=x/L$, the solution that meets both boundary values is

$$\psi=V\xi-V_{\rm TFL}\,\xi(1-\xi)=(V-V_{\rm TFL})\xi+V_{\rm TFL}\xi^2 .$$

Setting the derivative to zero gives $\xi_m=\tfrac12(1-V/V_{\rm TFL})$. The potential there is negative, which for electrons means a barrier of height $e\phi_b$ with

$$\phi_b=-\psi(\xi_m)=\frac{V_{\rm TFL}}4\left(1-\frac V{V_{\rm TFL}}\right)^2 .$$

At 7 V this estimate is 0.12 V, a few times $kT/e$. Enough electrons can cross such a barrier to keep deep traps full. The condition $F(0)=0$ has been replaced by a field that vanishes inside the film, at $\xi_m$.

The estimate omits free charge and assumes full traps. A numerical solution of Poisson's equation together with the drift-diffusion current removes both simplifications. Both contacts are given an electron density $n_c=10^{18}\ \mathrm{cm^{-3}}$, with no built-in voltage. All other parameters are held fixed.

With such contacts the traps cannot all be empty at zero voltage, because electrons diffuse in from both sides. Next to each contact the traps are full up to the depth $w$ at which the potential has dropped by about $(kT/e)\ln(n_c/N_1)=0.56$ V. A layer of full traps with no field at its inner edge drops $eN_tw^2/(2\varepsilon)=V_{\rm TFL}(w/L)^2$, so $w\approx0.25L$. The two layers together hold about half of all the traps. For this thickness and these contacts, the initially empty film of part (a) is therefore an idealisation. The depth $w$ itself does not depend on $L$, so a much thicker film with the same trap density would start nearly empty. The table below describes a film whose traps are already about half full at zero voltage.

| $V$ (V) | $J$, with diffusion (A/cm²) | $J$, drift only (A/cm²) | traps filled | $\phi_b$ (V) |
|---|---|---|---|---|
| 5.00 | $5.4\times10^{-4}$ | $2.5\times10^{-5}$ | 94% | 0.411 |
| 7.00 | 4.2 | $1.0\times10^{-4}$ | 100% | 0.180 |
| 9.05 | 86 | 0.46 | 100% | 0.110 |
| 12.00 | 381 | 224 | 100% | 0.080 |

Halving the number of grid intervals changes the current at 9.05 V by 0.2%. With the traps removed, the current at 12 V agrees with an independent Airy-function solution to 0.01%; it lies 12.5% above the trap-free square law, which neglects diffusion.

Most of the steep rise now lies below 9 V. Between 5 and 7 V the current grows by a factor of about 7900. The barrier falls by 0.231 V over the same interval, and the Boltzmann factor $\exp(0.231/0.02585)$ is about 7600. The falling barrier therefore accounts for nearly all of this rise.

At 9.05 V the full-trap estimate gives no barrier, but the computed one is 0.110 V. Since the traps are full to the accuracy shown, the difference must come from the free electrons that the estimate omits. These are densest beside the contact.

So $V_{\rm TFL}$ is a correct charge scale, but for this film it is not the voltage at which the current suddenly starts to rise. This matters when the formula is inverted to find a trap density,

$$N_t=\frac{2\varepsilon V_{\rm TFL}}{eL^2}.$$

On a logarithmic scale the current climbs fastest between 5 and 7 V. If a voltage in this interval were used for $V_{\rm TFL}$, the inferred density would lie between $5.00/9.05=0.55$ and $7.00/9.05=0.77$ of the true one. The size of this error depends on the contacts, the trap depth and the thickness.

## Comparison with a real film

The chosen band density, mobility and dielectric constant are rough values in the regime of amorphous indium gallium zinc oxide. The background density of $10^6\ \mathrm{cm^{-3}}$ is far below that of the conducting films used as transistor channels. It stands for a strongly oxidised, highly resistive film. Initial emptiness is a delicate assumption: a background of just $N_1=4.16\times10^8\ \mathrm{cm^{-3}}$ already half fills these traps and halves the drift-only voltage. Real amorphous films also have traps spread in energy, which fill progressively, so a single trap level is an idealisation.

Other neglected effects can be sized for these numbers.

- **Breakdown.** In the drift picture at $V_{\rm TFL}$, the peak field is 0.18 of a rough breakdown scale of 1 MV/cm. In the diffusion model the field beside the electron-rich anode is higher, about 0.25 MV/cm at 12 V. Weak spots in a film could lower that margin.
- **Field-assisted emission.** For traps that are positive when empty, with compensating negative charge elsewhere, the Poole–Frenkel lowering at the peak field is 0.10 eV, if the static dielectric constant 10 is used. Applying the resulting factor of 52 to $N_1$ throughout the film overstates the effect. Even so, at $n_L=2.04\times10^{12}\ \mathrm{cm^{-3}}$ the ratio $r$ rises only to $52\times4.16\times10^8/(2.04\times10^{12})=0.011$, and the term $-r/3$ lowers the drift-only voltage by about 0.03 V. The program prints 9.043 V, a fall of only 0.01 V, because it also applies the factor to the filling before the voltage is applied. There is no field then, so the value of 0.03 V is the right one. This small shift applies to the drift-only plateau. In the diffusion model the effect matters where the traps are not yet full. With the factor taken at the local field, the current at 5 V is about six times larger and the growth from 5 to 7 V falls from about 7900 to about 1400. The currents at 7 V and above hardly change, and the steepest rise stays between 5 and 7 V.
- **Tunnelling.** For an effective mass of 0.34 electron masses, the exponent for tunnelling from a trap to the band at the peak field is about 102. The escape factor $e^{-102}$ is negligible.
- **Contact statistics.** The contact density is 0.20 of $N_c$, so the non-degenerate formula is an approximation there.
- **Heating.** At 9.05 V the steady power is $86\times9.05$ W/cm², or 0.78 kW/cm². If this heat is released uniformly and leaves through one face, the temperature difference across the film is $PL/(2\kappa)$, where $P$ is the power per area. A rough conductivity $\kappa=1.4$ W/(m K) gives 2.8 K. At 12 V the power is $381\times12$ W/cm², or 4.6 kW/cm², and the same estimate gives 16 K, so in steady operation the last row of the isothermal table is only approximate. Heating of the substrate comes on top and may be larger, depending on device area and cooling.

## Variation 1: some traps are already full

*A background of $n_0=10^6$ free electrons per cm³ is present before injection, and the film as a whole is neutral. Correct the drift-only voltage.*

The fraction of traps already full is

$$f_0=\frac{n_0}{n_0+N_1}=\frac{10^6}{10^6+4.16\times10^8}=0.0024 .$$

The charge of these electrons is already balanced in the neutral film. Injection can add charge to the remaining $N_t(1-f_0)$ traps, so

$$V=(1-f_0)V_{\rm TFL}=9.03\ \mathrm V .$$

The correction is 0.24%. It would become large if $n_0$ approached $N_1$, long before $n_0$ approached $N_t$.

## Variation 2: the traps are not uniform

*The same number of traps per area is squeezed into one half of the film, at density $2N_t$. Find the drift-only voltage for the half next to the cathode and for the half next to the anode.*

For a trap density $N(x)$, Gauss's law with $F(0)=0$ gives $F(x)=(e/\varepsilon)\int_0^xN(x')\,dx'$. In the voltage, a trap at $x'$ contributes to the field at every $x>x'$, a distance $L-x'$. Exchanging the order of integration gives

$$V=\frac e\varepsilon\int_0^LN(x')(L-x')\,dx' .$$

For traps in the cathode half,

$$V=\frac{2eN_t}{\varepsilon}\left(\frac{L^2}{2}-\frac{L^2}{8}\right)=\frac{3eN_tL^2}{4\varepsilon}=\frac32V_{\rm TFL}=13.6\ \mathrm V .$$

For traps in the anode half,

$$V=\frac{2eN_t}{\varepsilon}\,\frac{L^2}{8}=\frac{eN_tL^2}{4\varepsilon}=\frac12V_{\rm TFL}=4.5\ \mathrm V .$$

The trapped charge is the same in both films, but the voltages differ by a factor of three. A trap near the cathode costs more voltage because its field crosses more of the film. A single measured voltage therefore gives a trap density weighted by $L-x$, and it equals the mean density if the traps are uniform. The numerical output below lists the values for the uniform film.

## Calculated quantities

```
trap density Nt = 1.0e+16 cm^-3
thickness L = 1.0 um
dielectric constant = 10
elementary charge = 1.6022e-19 C
vacuum permittivity = 8.8542e-12 F/m
film permittivity = 8.8542e-11 F/m
trapped charge per area = 0.1602 uC/cm2
capacitance per area = 0.0089 uF/cm2
charge/capacitance (twice V_TFL) = 18.10 V
peak field at anode = 0.1810 MV/cm
V_TFL from formula = 9.048 V
V_TFL from discretised Poisson = 9.048 V
temperature = 300 K, kT/e = 0.02585 V
trap depth = 0.60 eV
band density Nc = 5.0e+18 cm^-3
mobility = 10 cm2/Vs
half-filling density N1 = 4.16e+08 cm^-3
background density n0 = 1.0e+06 cm^-3
initial trap filling = 0.240 %
V_TFL corrected for it = 9.026 V
Drift only, by free density at the anode:
 10*N1: n=4.16e+09 cm^-3, V=8.732 V, J=1.15e-03 A/cm2
 sqrt(N1*Nt): n=2.04e+12 cm^-3, V=9.053 V, J=5.91e-01 A/cm2
 Nt/100: n=1.00e+14 cm^-3, V=9.733 V, J=3.03e+01 A/cm2
current ratio, last to first = 2.64e+04
contact density = 1.0e+18 cm^-3
trap-free solver/Airy solution at 12 V = 1.0001
trap-free solver/square law at 12 V = 1.125
With diffusion (J), compared with drift only (Jd), A/cm2:
 5.00 V: J=5.37e-04, Jd=2.54e-05, filled=94.36 %, barrier=0.411 V
 7.00 V: J=4.24e+00, Jd=1.03e-04, filled=100.00 %, barrier=0.180 V
 9.05 V: J=8.59e+01, Jd=4.64e-01, filled=100.00 %, barrier=0.110 V
 12.00 V: J=3.81e+02, Jd=2.24e+02, filled=100.00 %, barrier=0.080 V
half-grid/full-grid current = 1.0017
Poole-Frenkel lowering at peak field = 0.102 eV
emission enhancement, upper bound = 51.9
plateau voltage with that bound = 9.043 V
effective mass = 0.34 m_e
trap-to-band tunnelling exponent = 102
contact density / Nc = 0.20
breakdown scale (rough) = 1.0 MV/cm
peak field / breakdown scale = 0.18
steady power at V_TFL = 0.78 kW/cm2
thermal conductivity (rough) = 1.4 W/(m K)
temperature rise across film alone = 2.8 K
```
